# Why the tunnelling-system relaxation plateau is half the resonant loss

Cool a glass below a few kelvin and measure its dielectric loss at a kilohertz. In the tunnelling model, as the temperature is raised from the lowest values, the loss first rises steeply and then levels off: over a range of temperature and frequency it hardly depends on either. This is strange for a relaxation process, whose rate changes strongly with temperature. At gigahertz frequencies and millikelvin temperatures defects of the same kind absorb photons resonantly, and the weak-field loss is again a constant when the photon energy is well above the thermal energy. Its height is twice that of the plateau, although one process needs phonons and the other does not. What fixes the factor two?

## The model

A charged group moves between two neighbouring wells. In the basis of the wells its Hamiltonian is

$$H=\tfrac12(\Delta\sigma_z+\Delta_0\sigma_x),\qquad E=\sqrt{\Delta^2+\Delta_0^2},$$

with asymmetry $\Delta\ge0$, tunnel splitting $\Delta_0$ and level splitting $E$. The wells carry dipoles $\pm p$, so a field $F$ at angle $\theta$ adds $-pF\cos\theta\,\sigma_z$. Its effect on $\Delta_0$ is neglected, and $p$ is an effective dipole that includes any local-field factor. Orientations are random and independent of the energies. The standard distribution, per unit volume, is

$$P(\Delta,\Delta_0)=\frac{P_0}{\Delta_0}.$$

It is flat in $\Delta$ and in $\ln\Delta_0$, because $\Delta_0$ depends exponentially on a broadly distributed barrier.

Define $\tau_z=(\Delta\sigma_z+\Delta_0\sigma_x)/E$ and $\tau_x=(\Delta_0\sigma_z-\Delta\sigma_x)/E$. Then $H=\tfrac12E\tau_z$, and solving for $\sigma_z$ gives

$$\sigma_z=\frac{\Delta}{E}\tau_z+\frac{\Delta_0}{E}\tau_x .$$

The second term causes transitions between the levels. The first shifts the levels. These two parts of one dipole produce the two kinds of loss.

The ensemble becomes simple with $\Delta_0=E\,\mathrm{sech}\,y$ and $\Delta=E\tanh y$. To see this, first write $\Delta=E\cos\varphi$, $\Delta_0=E\sin\varphi$, so that $d\Delta\,d\Delta_0/\Delta_0=dE\,d\varphi/\sin\varphi$. Differentiating $\cos\varphi=\tanh y$ gives $|d\varphi|\sin\varphi=\mathrm{sech}^2y\,dy$, and since $\sin\varphi=\mathrm{sech}\,y$,

$$P\,d\Delta\,d\Delta_0=P_0\,dE\,dy .$$

The density is uniform in $E$ and $y$. Symmetric systems sit at $y=0$; strongly asymmetric ones, with $\Delta_0\ll E$, lie at large $y$.

## Resonant loss

Let the field be $F_0\cos\omega t$. The loss $\chi''$ is defined by the absorbed power per volume, $\tfrac12\varepsilon_0\omega\chi''F_0^2$. The transition dipole is $m=p\cos\theta\,\Delta_0/E$, and each rotating half of the field has matrix element $mF_0/2$. The golden rule gives equal upward and downward rates,

$$W=\frac{2\pi}{\hbar}\frac{m^2F_0^2}{4}\,\delta(E-\hbar\omega).$$

The net power is $\hbar\omega W$ times the population difference $\tanh(E/2kT)$. Equating it to the definition, one system per unit volume contributes

$$\varepsilon_0\chi''=\pi m^2\tanh\!\left(\frac{E}{2kT}\right)\delta(E-\hbar\omega).$$

Now sum over the ensemble. The orientation average of $\cos^2\theta$ is $1/3$, the delta function removes the $E$ integral, and $\int_0^\infty\mathrm{sech}^2y\,dy=1$:

$$\chi''_{\rm res}=\frac{\pi P_0p^2}{3\varepsilon_0}\tanh\!\left(\frac{\hbar\omega}{2kT}\right)\;\longrightarrow\;\frac{\pi P_0p^2}{3\varepsilon_0}\quad(T\to0).$$

The field must be weak enough not to disturb the populations.

## Relaxation loss

At $\hbar\omega\ll kT$ most thermal systems are far from resonance. The field still modulates their splitting. With $m_d=p\cos\theta\,\Delta/E$ the splitting becomes $E-2m_dF$, and the equilibrium value is

$$\langle\tau_z\rangle_{\rm eq}=-\tanh\frac{E-2m_dF}{2kT},\qquad
\frac{d\langle\tau_z\rangle_{\rm eq}}{dF}=\frac{m_d}{kT}\,\mathrm{sech}^2\frac{E}{2kT}.$$

The populations follow this moving equilibrium with a delay $\tau$. For time dependence $e^{-i\omega t}$, the equation $\dot{\langle\tau_z\rangle}=-(\langle\tau_z\rangle-\langle\tau_z\rangle_{\rm eq})/\tau$ multiplies the static response by $1/(1-i\omega\tau)$. The field's effect on $\tau$ itself multiplies a deviation that vanishes at zero field, so it is of second order. Multiplying by the dipole $m_d$ and taking the imaginary part,

$$\varepsilon_0\chi''=\frac{m_d^2}{kT}\,\mathrm{sech}^2\frac{E}{2kT}\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

The delay is set by phonons. A strain $e$ adds $\gamma e\sigma_z$, whose transition part is $\gamma e\tau_x\Delta_0/E$. A mode of frequency $\omega_q=vq$ in volume $V$ and density $\rho$ has strain matrix element squared $q^2\hbar(n+1)/(2\rho V\omega_q)$ for emission. The mode density is $V\omega_q^2/(2\pi^2v^3)$ per unit $\omega_q$, and the energy delta function supplies $1/\hbar$. Hence the emission rate is

$$\frac{2\pi}{\hbar}\,\gamma^2\frac{\Delta_0^2}{E^2}\,\frac{\hbar\omega_q(n+1)}{2\rho Vv^2}\,\frac{V\omega_q^2}{2\pi^2v^3\hbar}
=\frac{\gamma^2\Delta_0^2E}{2\pi\rho\hbar^4v^5}(n+1),$$

where $\omega_q=E/\hbar$. Absorption has $n$ in place of $n+1$. Populations relax at the sum of both rates, and $2n+1=\coth(E/2kT)$. Adding one longitudinal and two transverse branches,

$$\frac1\tau=\frac{\Delta_0^2}{E^2}\frac1{\tau_{\min}},\qquad
\frac1{\tau_{\min}}=AE^3\coth\frac{E}{2kT},\qquad
A=\sum\frac{\gamma^2}{2\pi\rho\hbar^4v^5}.$$

The important feature is the square of $\Delta_0$: the transition amplitude is proportional to $\Delta_0$, and a golden-rule rate is proportional to the amplitude squared.

Let $a=\omega\tau_{\min}(E)$, so $\omega\tau=a\cosh^2y$. The sum over $y$ at fixed $E$ is

$$I(a)=\int_0^\infty\tanh^2y\,\frac{\omega\tau}{1+\omega^2\tau^2}\,dy .$$

Substitute $s=\mathrm{sech}^2y$. Then $ds=-2s\tanh y\,dy$, $\tanh y=\sqrt{1-s}$ and $\omega\tau=a/s$, so

$$I(a)=\frac12\int_0^1\sqrt{1-s}\,\frac{a}{s^2+a^2}\,ds .$$

For $a\ll1$ the integrand is concentrated at $s\sim a$, where the square root is 1, and $I\to\tfrac12\arctan(1/a)\to\pi/4$. For $a\gg1$ it becomes $\frac1{2a}\int_0^1\sqrt{1-s}\,ds=1/(3a)$.

If $a\ll1$ for nearly all thermal systems, the remaining energy integral is

$$\int_0^\infty\frac{dE}{kT}\,\mathrm{sech}^2\frac{E}{2kT}=2 .$$

With the orientation factor $1/3$, the plateau is

$$\chi''_{\rm rel}=\frac{P_0p^2}{3\varepsilon_0}\cdot2\cdot\frac\pi4=\frac{\pi P_0p^2}{6\varepsilon_0}=\frac12\,\chi''_{\rm res}(T\to0).$$

## Why flat, and why half

Temperature enters in two compensating ways. The number of thermally active systems grows as $kT$, while each responds as $1/kT$. Faster relaxation at higher temperature does not change the loss either; it selects different systems. The loss comes mainly from those with $\omega\tau\approx1$. When the rate constant rises, this condition moves to smaller $\Delta_0$, and the distribution supplies equally many systems there. A change of frequency acts in the same way.

To see the origin of the half, suppose the rate were proportional to $\Delta_0^n$. At large $y$, $\Delta_0/E\approx2e^{-y}$, so $\ln\tau=\text{const}+ny$ and there are $1/n$ systems per unit of $\ln\tau$. The area of a Debye peak on this scale is

$$\int_{-\infty}^{\infty}\frac{\omega\tau}{1+\omega^2\tau^2}\,d\ln\tau=\int_0^\infty\frac{dx}{1+x^2}=\frac\pi2 .$$

The plateau would be $2\cdot(1/n)\cdot(\pi/2)=\pi/n$ in units of $P_0p^2/(3\varepsilon_0)$, against $\pi$ for resonance. The ratio is $1/n$. Numerical integration at $a=10^{-6}$ gives 1.0000, 0.5000 and 0.3333 for $n=1,2,3$. In this model the half is therefore the reciprocal of the golden-rule exponent. The strength and energy dependence of $\tau_{\min}$ do not enter, provided $a$ is small for the thermal systems.

Both heights can also be obtained without separating the two processes. Linearised Bloch equations, with relaxation towards the instantaneous equilibrium, were solved for an ensemble laid out in the original $\Delta$ and $\Delta_0$. In units $\hbar=k=1$, the resonant case ($\omega=1$, linewidth 3% of $E$, $T\to0$) gives 3.1386, close to $\pi$. With $A=0.01$ and $\omega=10^{-7}$, the relaxation loss is 1.5669 at $T=1$ and 1.5694 at $T=2$, close to $\pi/2=1.5708$.

## The edges of the plateau

Define $a_0=\omega/[A(kT)^3]$ and $x=E/kT$. When $a_0$ is very large, $I=1/(3a)$ applies and the loss, in the same units, is

$$\frac1{3a_0}\int_0^\infty x^3\coth\frac x2\,\mathrm{sech}^2\frac x2\,dx
=\frac{2}{3a_0}\int_0^\infty\frac{x^3}{\sinh x}\,dx=\frac{\pi^4}{12a_0}.$$

Here $\coth(x/2)\,\mathrm{sech}^2(x/2)=2/\sinh x$. The last integral is $\pi^4/8$, from expanding $1/\sinh x=2\sum_{j\ge0} e^{-(2j+1)x}$ and using $\sum_{j\ge0}(2j+1)^{-4}=\pi^4/96$. The cold loss thus varies as $T^3/\omega$. It would meet the plateau at $a_0=\pi^3/6$.

The plateau is approached slowly, because systems with small $E$ have low rates even when $a_0\ll1$. There $\coth(x/2)\approx2/x$, so $a\approx a_0/(2x^2)$. Setting $x=z\sqrt{a_0/2}$, the leading deficit is

$$\frac\pi2-\text{loss}\approx K\sqrt{\frac{a_0}{2}},\qquad
K=\int_0^\infty\left[\frac\pi4-I(z^{-2})\right]dz=1.745 .$$

There is also a slow edge. If $\Delta_0$ has a lower cutoff, the longest relaxation time $\tau_{\max}$ must satisfy $\omega\tau_{\max}\gg1$; otherwise the systems with $\omega\tau=1$ are missing and the loss falls.

## Numbers in the regime of vitreous silica

Take rough, round values: $P_0=2\times10^{20}\ \mathrm{eV^{-1}cm^{-3}}$, $p=0.02\,e\,$nm, relative permittivity $\varepsilon_r=4$, density 2.2 g/cm³, sound speeds 6 and 4 km/s, and couplings 1.0 and 0.7 eV (longitudinal and transverse). The loss tangent is $\chi''/\varepsilon_r$. In SI units $P_0p^2=1.28\times10^{-14}$ F/m and $3\varepsilon_0\varepsilon_r=1.06\times10^{-10}$ F/m, so

$$\tan\delta_{\rm res}=\pi\,\frac{1.28\times10^{-14}}{1.06\times10^{-10}}\approx3.8\times10^{-4},$$

and the ideal plateau is $1.9\times10^{-4}$.

The phonon constant is $Ak^3=4.29\times10^7\ \mathrm{s^{-1}K^{-3}}$. At 1 kHz and 0.3 K, $a_0=6283/(4.29\times10^7\times0.027)=5.4\times10^{-3}$. The full integral at 1 kHz gives:

| $T$ (K) | $\tan\delta_{\rm rel}$ | ratio to $\tan\delta_{\rm res}$ |
|---|---|---|
| 0.01 | $6.0\times10^{-6}$ | 0.016 |
| 0.03 | $5.6\times10^{-5}$ | 0.149 |
| 0.1 | $1.46\times10^{-4}$ | 0.384 |
| 0.3 | $1.79\times10^{-4}$ | 0.473 |
| 1 | $1.88\times10^{-4}$ | 0.495 |

The cold law and the plateau meet at 30.5 mK, but near that temperature the loss is still only about 30% of the plateau. At 0.3 K the edge formula gives a ratio of 0.471. The predicted deficit below one half is thus 0.029, against 0.027 from the full integral, a difference of about 7% of the deficit. The half is a limit, approached from below here.

The resonant value belongs to a different measurement. At 5 GHz and 10 mK the thermal factor is 1 to six decimals. There $\hbar\omega\approx24\,kT$, outside the range of the relaxation formula, and even systems with $E=\hbar\omega$ have $\omega\tau_{\min}\approx5\times10^4$, so the plateau condition $a\ll1$ is far from met. At 1 kHz and 0.3 K the resonant thermal factor is $8\times10^{-8}$. The two constants do not appear together.

They also probe different defects. At 0.3 K and $E=2kT$, the systems with $\omega\tau=1$ have $\Delta_0\approx1.2$ µeV, whereas the photon at 5 GHz has 20.7 µeV and favours systems with $\Delta_0$ comparable to $E$. The half therefore tests whether the distribution stays logarithmic between these values. It also tests whether the density is flat in energy, since $2kT$ at 0.3 K is 52 µeV. If the distribution is multiplied by $\Delta_0^\mu$, the small-$a$ integral at fixed $E$ acquires a factor $s^{\mu/2}$. With $s=at$,

$$I\propto\frac{a^{\mu/2}}2\int_0^\infty\frac{t^{\mu/2}}{1+t^2}\,dt\qquad(|\mu|<2),$$

so the loss varies as $\omega^{\mu/2}$ and is no longer flat. For $\mu=0.2$ the computed exponent at fixed $E$ and $a=10^{-6}$ is 0.1000. For the full loss at 1 kHz and 0.3 K the edge deficit adds a slope of about $-0.03$, and the local exponent is about 0.07. Between the two splittings above, such a tilt changes the density by $(1.2/20.7)^{0.2}\approx0.57$, which would lower the ratio to roughly 0.3.

## What a real dielectric changes

The chosen values give loss tangents of a few $10^{-4}$, a plausible size for amorphous oxides, but $P_0$ and $p$ vary with preparation and impurities. The ratio does not depend on them if both measurements use the same material and one distribution, with the same $P_0$ and $p$, describes the defects that dominate each.

One condition that is easily broken is that of a weak field. For a symmetric system aligned with the field, let $\Omega=pF_0/\hbar$ and let the detuning be $d$. The pumping rate is $W=\tfrac12\Omega^2T_2/(1+d^2T_2^2)$, where the delta function has been replaced by a line of width $1/T_2$. Pumping both ways reduces the population difference by $1/(1+2WT_1)$, so the absorption is proportional to

$$\frac{W}{1+2WT_1}=\frac{\tfrac12\Omega^2T_2}{1+d^2T_2^2+\Omega^2T_1T_2}.$$

Integrating over $d$ gives the weak-field result divided by $\sqrt{1+\Omega^2T_1T_2}$. At 5 GHz and 10 mK, $T_1=1.69$ µs. If phonon decay alone limits coherence, $T_2=2T_1$, and $\Omega^2T_1T_2=1$ at $F_0=0.14$ V/cm. There the resonant loss of these systems has fallen by $\sqrt2$, and the ratio of the ideal plateau to it has risen from 0.5 to 0.71. Averaging over orientation and $\Delta_0$ changes this little at that field: tilted dipoles saturate less, asymmetric systems with their longer $T_1$ saturate more, and the ensemble loss falls to 0.70 of its weak-field value. A resonator must stay well below this field to show the factor two. Relaxation is more tolerant: its linear response requires $pF\ll kT$, and $pF=kT$ at 12.9 kV/cm for 0.3 K.

At higher temperature, defects also hop over their barriers. For two parabolic wells of quantum $E_w$ meeting in a cusp of height $V$ at $x=0$, with minima at $\pm b$, the tunnelling exponent is $\int_{-b}^{b}m\omega_w(b-|x|)\,dx/\hbar=m\omega_wb^2/\hbar=2V/E_w$, where $m$ is now the mass, $E_w=\hbar\omega_w$ and $V=\tfrac12m\omega_w^2b^2$. Thus $V\approx\tfrac12E_w\ln(E_w/\Delta_0)$, apart from the prefactor. With a rough $E_w=1$ meV, the dominant systems at 0.3 K have $V\approx3.4$ meV. At higher temperature the dominant systems have smaller $\Delta_0$ and so a somewhat higher barrier. With $V$ re-evaluated for them at each temperature, the estimated hopping rate $(E_w/h)e^{-V/kT}$ is negligible at 0.3 K and still far below $\omega$ at 1 K, but reaches $\omega$ near 2.6 K. Including the omitted prefactor would raise these barriers by about 0.6 meV and the temperature to about 3 K. Above roughly that temperature the one-phonon rate law, and with it the argument for one half, no longer suffices.

Interactions between defects have been left out. The elastic coupling at distance $r$ is of order $\gamma^2/(\rho v^2r^3)$; call it $U(r)$. The dimensionless product $C=P_0r^3U$ is here about $4\times10^{-4}$. A shell $dr$ holds about $4\pi C\,d\ln r$ partners with splitting below $U(r)$ per unit of $\ln\Delta_0$, and $\ln\Delta_0$ runs from its lower cutoff up to $\ln U$. With $d\ln r=-\tfrac13\,d\ln U$ the total is about $\tfrac{2\pi}{3}C\ln^2(U_{\max}/\Delta_{0,\min})$. For $U_{\max}=1$ meV this is about 0.04 if the cutoff is 1.2 µeV and about 0.2 if it is $10^{-10}$ eV: below one, but not negligible when very slow systems are counted. Treating the defects as independent is therefore a reasonable starting point for the two weak-field losses at these parameters. Interactions can still shorten $T_2$, which raises the saturation field above the 0.14 V/cm found for $T_2=2T_1$. The cold $T^3$ law is likewise a result of the independent one-phonon model; the measured acoustic loss of vitreous silica at millikelvin temperatures falls more slowly than $T^3$. The numerical output below gives the values used here.

## Values computed for the example and the checks

```
Bloch ensemble, resonant T=0 loss (expected pi): 3.1386
Bloch ensemble, relaxation loss, T=1 and T=2: 1.5669, 1.5694
Bloch ensemble, ratio at T=1: 0.4992
Plateau/resonant ratio for rate ~ delta0^1: 1.0000
Plateau/resonant ratio for rate ~ delta0^2: 0.5000
Plateau/resonant ratio for rate ~ delta0^3: 0.3333
Tilt mu = 0.2: frequency exponent of loss = 0.1000
Edge constant K: 1.7447
Cusp wells: d ln(delta0)/d(V/quantum) = -1.917
Input P0: 2.0e+20 1/(eV cm3)
Input well dipole p: 0.02 e nm
Input host relative permittivity: 4.0
Input density: 2.2 g/cm3
Input sound speeds, long. and trans.: 6.0, 4.0 km/s
Input couplings, long. and trans.: 1.0, 0.7 eV
Input well quantum: 1.0 meV
Input low and high frequency: 1 kHz, 5 GHz
Resonant loss tangent, T=0, weak field: 3.790e-04
Ideal plateau loss tangent: 1.895e-04
Rate constant A k^3: 4.290e+07 1/(s K3)
Crossover temperature at low frequency: 30.5 mK
T = 0.003 K: a0 = 5.425e+03, tan = 1.804e-07, ratio = 0.0005
T = 0.010 K: a0 = 1.465e+02, tan = 5.962e-06, ratio = 0.0157
T = 0.030 K: a0 = 5.425e+00, tan = 5.630e-05, ratio = 0.1486
T = 0.100 K: a0 = 1.465e-01, tan = 1.457e-04, ratio = 0.3844
T = 0.300 K: a0 = 5.425e-03, tan = 1.793e-04, ratio = 0.4731
T = 1.000 K: a0 = 1.465e-04, tan = 1.877e-04, ratio = 0.4953
Ratio at 0.3 K from edge formula: 0.4711
Dominant delta0 at 0.3 K: 1.175 ueV
Resonant splitting at high frequency: 20.68 ueV
Thermal factor at high frequency, 10 mK: 1.000000
Relaxation/resonant loss at high frequency, 10 mK: 3.52e-09
Resonant thermal factor at low frequency, 0.3 K: 8.00e-08
T1 of symmetric system at high frequency: 1.687 us
Critical field for resonant saturation: 0.1379 V/cm
Field with pF = kT at 0.3 K: 12.93 kV/cm
Estimated barrier of dominant systems, 0.3 K: 3.37 meV
log10(hopping rate/omega) at 0.3 K and 1 K: -49.1, -10.9
Estimated onset of thermally activated hopping: 2.60 K
Elastic interaction parameter P0 g^2/(rho v^2): 4.46e-04
Relative permittivity change by defects, 0.3 K, rough: 8.82e-04
```
